\section*{Transfer length and contact resistivity from a long-contact resistance}

\section{The problem}

A thin, uniform semiconductor layer carries current into a metal contact that lies on its surface. The layer has sheet resistance $R_s=100\,\Omega$, and the contact has width $W=100\,\mu\mathrm{m}$ across the current. The contact is long in the direction of the current, and its resistance is $R_c=5\,\Omega$. Over what distance does the current pass from the layer into the metal, and what is the specific contact resistivity $\rho_c$ of the interface?

The quantities have the following meanings.

\begin{itemize}
\item The sheet resistance is the resistance of a square piece of the layer with current flowing between opposite sides. A strip of length $d$ and width $W$ has resistance $R_s d/W$.
\item The contact resistivity relates the current density $J$ through the interface to the local potential difference $V$ between layer and metal, $J=V/\rho_c$. Its unit is $\Omega\,\mathrm{m}^2$.
\item The contact resistance $R_c$ belongs to one contact. It is the potential difference between the layer at the front edge of the contact and the metal, divided by the total current.
\end{itemize}

Such an $R_c$ can be obtained from pairs of identical contacts with different gaps $d$. The resistance of a pair is
\begin{equation}
R_{\mathrm{pair}}(d)=2R_c+\frac{R_s}{W}\,d ,
\label{eq:pair}
\end{equation}
so a straight line through the measured values has slope $R_s/W$ and intercept $2R_c$ at $d=0$. The given $5\,\Omega$ is half of that intercept.

The model rests on these assumptions. The metal is an equipotential. The interface is ohmic and uniform. The layer is as wide as the contact, so no current spreads sideways. Its sheet resistance is the same under the metal as outside. It is thin enough for the potential to depend on the distance $x$ from the front edge alone.

\section{A first estimate by scaling}

Current arriving at the front edge has two ways to go on. It can cross the interface at once, or it can continue in the layer under the metal and cross later. Let $\ell$ be the distance over which most of it crosses. Two resistances are then involved:
\begin{equation}
R_{\mathrm{layer}}\sim\frac{R_s\,\ell}{W},\qquad
R_{\mathrm{interface}}\sim\frac{\rho_c}{W\ell}.
\label{eq:two}
\end{equation}
The first is that of a strip of length $\ell$, the second that of an interface of area $W\ell$.

If $\ell$ were so small that the interface term dominated, the layer would offer an easy path to fresh interface further on, and the current would spread. If $\ell$ were so large that the layer term dominated, the current would cross earlier instead of travelling so far. The distance therefore settles where the two terms are comparable:
\begin{equation}
\frac{R_s\ell}{W}=\frac{\rho_c}{W\ell}
\quad\Longrightarrow\quad
\ell^2=\frac{\rho_c}{R_s}
\quad\Longrightarrow\quad
\ell=\sqrt{\frac{\rho_c}{R_s}} .
\label{eq:scale}
\end{equation}
The unit is right, since $\Omega\,\mathrm{m}^2$ divided by $\Omega$ is $\mathrm{m}^2$.

For a number, let the whole current first run through the strip and then cross the interface evenly. The two equal resistances are in series, and
\begin{equation}
R_c\approx \frac{R_s\ell}{W}+\frac{\rho_c}{W\ell}=\frac{2R_s\ell}{W}.
\label{eq:estimate}
\end{equation}
With the given data,
\begin{align}
\ell&\approx\frac{R_cW}{2R_s}
=\frac{5\,\Omega\times100\,\mu\mathrm{m}}{2\times100\,\Omega}
=2.5\,\mu\mathrm{m},\\
\rho_c&= R_s\ell^2\approx100\,\Omega\times(2.5\times10^{-6}\,\mathrm{m})^2
\approx6\times10^{-10}\,\Omega\,\mathrm{m}^2 .
\end{align}
The argument fixes how $\ell$ depends on $\rho_c$ and $R_s$, but the factor 2 in \eqref{eq:estimate} comes from a crude picture of the current path. Any error in it enters $\rho_c$ squared.

\section{The exact solution of the model}

\subsection{Equations for potential and current}

Let $x=0$ be the front edge and $x=L$ the far end of the contact. Let $V(x)$ be the potential of the layer relative to the metal, and $I(x)$ the current in the layer, positive towards increasing $x$.

A slice of length $dx$ has resistance $R_s\,dx/W$. The potential falls in the direction of the current, hence
\begin{equation}
\frac{dV}{dx}=-\frac{R_s}{W}\,I(x).
\label{eq:ohm}
\end{equation}
Over the same slice, the current $J\,W\,dx=(V/\rho_c)\,W\,dx$ leaves the layer through the interface. Conservation of charge gives $I(x+dx)=I(x)-(W/\rho_c)V\,dx$, or
\begin{equation}
\frac{dI}{dx}=-\frac{W}{\rho_c}\,V(x).
\label{eq:loss}
\end{equation}
Differentiating \eqref{eq:ohm} and inserting \eqref{eq:loss} removes the current:
\begin{equation}
\frac{d^2V}{dx^2}=-\frac{R_s}{W}\frac{dI}{dx}
=\frac{R_s}{\rho_c}\,V
=\frac{V}{L_T^2},
\qquad
L_T=\sqrt{\frac{\rho_c}{R_s}} .
\label{eq:ode}
\end{equation}
The two minus signs cancel, so the solutions are exponentials and not oscillations. The length $L_T$ is called the transfer length. It coincides with the $\ell$ of \eqref{eq:scale}.

\subsection{Boundary conditions and resistance}

The total current $I_0$ enters at the front edge, and none is left in the layer at the far end:
\begin{equation}
I(0)=I_0,\qquad I(L)=0 .
\label{eq:bc}
\end{equation}
It is convenient to write the general solution in terms of the distance from the far end,
\begin{equation}
V(x)=A\cosh\frac{L-x}{L_T}+B\sinh\frac{L-x}{L_T}.
\end{equation}
Equation \eqref{eq:ohm} gives the current as $I=-(W/R_s)\,dV/dx$. The derivative of $(L-x)/L_T$ is $-1/L_T$, which cancels the minus sign:
\begin{equation}
I(x)=\frac{W}{R_sL_T}\left[A\sinh\frac{L-x}{L_T}+B\cosh\frac{L-x}{L_T}\right].
\end{equation}
At $x=L$ the bracket equals $B$, so $I(L)=0$ requires $B=0$. At $x=0$ the condition $I(0)=I_0$ then gives
\begin{equation}
A=\frac{I_0R_sL_T}{W}\,\frac{1}{\sinh(L/L_T)} .
\end{equation}
The potential is therefore
\begin{equation}
V(x)=\frac{I_0R_sL_T}{W}\,\frac{\cosh[(L-x)/L_T]}{\sinh(L/L_T)},
\label{eq:profile}
\end{equation}
and the contact resistance, by its definition, is
\begin{equation}
R_c=\frac{V(0)}{I_0}=\frac{R_sL_T}{W}\coth\frac{L}{L_T}.
\label{eq:coth}
\end{equation}

\subsection{The long contact and the answer}

For $L\gg L_T$ the hyperbolic cotangent tends to 1, and
\begin{equation}
R_c=\frac{R_sL_T}{W}\qquad(L\gg L_T).
\label{eq:long}
\end{equation}
The length $L$ has dropped out, because the far part of the metal receives almost no current. Solving for the transfer length,
\begin{equation}
L_T=\frac{R_cW}{R_s}=\frac{5\,\Omega\times100\,\mu\mathrm{m}}{100\,\Omega}=5\,\mu\mathrm{m}.
\label{eq:LT}
\end{equation}
The definition in \eqref{eq:ode}, squared, gives the contact resistivity:
\begin{equation}
\rho_c=R_sL_T^2=100\,\Omega\times(5\times10^{-6}\,\mathrm{m})^2
=2.5\times10^{-9}\,\Omega\,\mathrm{m}^2 .
\label{eq:rho}
\end{equation}
Since $1\,\mathrm{m}^2=10^4\,\mathrm{cm}^2$, this is $2.5\times10^{-5}\,\Omega\,\mathrm{cm}^2$.

As an independent test, the layer and interface were replaced by a ladder of small resistors, and Kirchhoff's equations were solved for a contact $60\,\mu\mathrm{m}$ long. The value of $\rho_c$ was varied until the ladder had a resistance of $5\,\Omega$. This search, which makes no use of $L_T$, also gives $2.5\times10^{-9}\,\Omega\,\mathrm{m}^2$, as the numerical output shows.

\subsection{What the transfer length measures}

In a long contact, at distances $x$ well short of the far end, \eqref{eq:profile} becomes
\begin{equation}
V(x)=I_0R_c\,e^{-x/L_T},\qquad I(x)=I_0\,e^{-x/L_T},
\label{eq:exp}
\end{equation}
where the second relation follows from the first through \eqref{eq:ohm} and \eqref{eq:long}. At $x=L_T$ the potential has fallen to $e^{-1}=0.368$ of its value at the edge. The same fraction of the current is still in the layer, so the share $1-e^{-1}=0.632$ has crossed. The ladder reproduces both numbers.

Replacing one factor $L_T$ in $\rho_c=R_sL_T^2$ by means of \eqref{eq:long}, that is $R_sL_T=R_cW$, gives
\begin{equation}
\rho_c=R_c\,W L_T .
\label{eq:area}
\end{equation}
The area that converts resistance into resistivity is thus $WL_T$, not the metal area $WL$. For the contact $60\,\mu\mathrm{m}$ long, the product of $R_c$ and the full area would be
\begin{equation}
5\,\Omega\times(100\times10^{-6}\,\mathrm{m})\times(60\times10^{-6}\,\mathrm{m})
=3.0\times10^{-8}\,\Omega\,\mathrm{m}^2 ,
\end{equation}
which is too large by the factor $L/L_T=12$. The product grows with $L$, although the interface is unchanged.

The transfer length can also be read from the straight line \eqref{eq:pair}. Extended to zero resistance, the line meets the axis at $d=-2R_cW/R_s$, which for long contacts is $-2L_T$, here $-10\,\mu\mathrm{m}$. Each long contact adds as much resistance as an extra length $L_T$ of bare layer.

\section{Comparison of the estimate with the solution}

The scaling argument found the correct length $\sqrt{\rho_c/R_s}$ and the correct dependence of $R_c$ on $R_s$, $\rho_c$ and $W$. Its prefactor was 2, where the solution has 1. The extracted length was therefore too small by a factor of 2, and the resistivity by a factor of 4.

The dissipated power shows where the factor arises. With \eqref{eq:exp} and the far end taken to infinity, the power lost in the layer is
\begin{equation}
P_{\mathrm{layer}}=\int_0^\infty\frac{R_s}{W}I^2\,dx
=\frac{R_sI_0^2}{W}\int_0^\infty e^{-2x/L_T}dx
=\frac12\,\frac{R_sL_T}{W}\,I_0^2 .
\end{equation}
The power lost at the interface is $VJ=V^2/\rho_c$ per unit area, so
\begin{equation}
P_{\mathrm{interface}}=\int_0^\infty\frac{V^2}{\rho_c}W\,dx
=\frac{W}{\rho_c}\,(I_0R_c)^2\,\frac{L_T}{2}
=\frac12\,\frac{R_sL_T}{W}\,I_0^2 .
\end{equation}
The last step uses $R_c=R_sL_T/W$ and $\rho_c=R_sL_T^2$: the prefactor is $WR_s^2L_T^3/(2W^2R_sL_T^2)=R_sL_T/(2W)$.

The two losses are equal, so the balance assumed in the estimate holds in the long-contact solution. For the same $\rho_c$, that is for $\ell=L_T$, each loss is half of what the estimate assigns to it. In the layer, the estimate let the full current run the whole distance $\ell$, whereas the current in fact decreases on the way. At the interface, it forced all the current through a length $\ell$, whereas about 37 per cent crosses further on, and this wider spread lowers the loss. The sum of the two halves is $I_0^2R_sL_T/W=I_0^2R_c$, as it must be.

\section{When the contact is not long}

\subsection{How long is long}

With $u=L/L_T$, the relative excess of \eqref{eq:coth} over the long-contact value is
\begin{equation}
\coth u-1=\frac{e^u+e^{-u}}{e^u-e^{-u}}-1
=\frac{2e^{-u}}{e^u-e^{-u}}=\frac{2}{e^{2u}-1}.
\end{equation}
It equals 0.01 when $e^{2u}=201$, that is $u=2.65$. For the present interface this means $L=13.3\,\mu\mathrm{m}$. The resistances obtained from the ladder show the approach to the limit:

\begin{center}
\begin{tabular}{cc}
$L$ ($\mu\mathrm{m}$) & $R_c$ ($\Omega$)\\
2.5 & 10.82\\
5 & 6.57\\
10 & 5.19\\
15 & 5.02\\
20 & 5.00
\end{tabular}
\end{center}

Before rounding, they agree with \eqref{eq:coth} within the test tolerance of one part in $10^5$.

The condition can be checked from measured data. Since $\coth u>1$, the quantity $R_cW/R_s$ is never smaller than the true $L_T$ in this model. If $L$ exceeds 2.65 times $R_cW/R_s$, it exceeds 2.65 times the true $L_T$ as well, and the excess in $R_c$ is below one per cent. The long-contact formula then overestimates $\rho_c$, which goes as $R_c^2$, by up to about two per cent.

If the check fails, \eqref{eq:coth} has to be solved for $L_T$ numerically. Written as
\begin{equation}
\frac{R_cW}{R_sL}=\frac{\coth u}{u},
\end{equation}
it has one solution, because the right side falls steadily from infinity to zero as $u$ grows. Ignoring the correction can be costly. The contact $5\,\mu\mathrm{m}$ long has $R_c=6.57\,\Omega$. Treated as long, it would give $L_T=6.57\,\mu\mathrm{m}$ and $\rho_c=4.3\times10^{-9}\,\Omega\,\mathrm{m}^2$, about 1.7 times the true value.

\subsection{The short contact}

In the opposite limit, $u\ll1$, the series of the hyperbolic functions give
\begin{equation}
\coth u=\frac{1+u^2/2+\dots}{u\,(1+u^2/6+\dots)}
=\frac1u\left(1+\frac{u^2}{2}-\frac{u^2}{6}+\dots\right)
=\frac1u+\frac u3+\dots
\end{equation}
Inserting this in \eqref{eq:coth} and using $R_sL_T^2=\rho_c$,
\begin{equation}
R_c\approx\frac{\rho_c}{WL}+\frac{R_sL}{3W}\qquad(L\ll L_T).
\label{eq:short}
\end{equation}
The first term is the resistance of the interface with its full area in use. Here the product of resistance and metal area does give $\rho_c$, to leading order. The second term is the loss in the layer when the current leaves it evenly: then $I=I_0(1-x/L)$, and the integral of $(1-x/L)^2$ over the contact is $L/3$. For $L=2.5\,\mu\mathrm{m}$ the two terms are $10\,\Omega$ and $0.83\,\Omega$. Their sum, $10.83\,\Omega$, is close to the ladder value of $10.82\,\Omega$, although $u=0.5$ is not very small.

\section{How far the extracted values can be trusted}

\paragraph{Errors in the data.} Eliminating $L_T$ from \eqref{eq:LT} and \eqref{eq:rho} gives
\begin{equation}
\rho_c=\frac{R_c^2W^2}{R_s}.
\label{eq:direct}
\end{equation}
The resistivity depends on the square of $R_c$. In a real test structure the intercept of \eqref{eq:pair} also contains any series resistance of metal, probes and leads, and it is altered by sideways spreading if the layer is wider than the contact; the model excludes both. If $R_c$ is ten per cent too high at fixed $W$ and $R_s$, the extracted $\rho_c$ is too high by the factor $1.1^2=1.21$. Likewise, if the $5\,\Omega$ were the sum for two equal contacts, $L_T$ would be half and $\rho_c$ a quarter of the values found.

\paragraph{The layer under the metal.} When the metal reacts with the semiconductor, as in forming a silicide, part of the layer is consumed, and its sheet resistance under the contact may change to a value $R_s'$. Equations \eqref{eq:ohm} to \eqref{eq:direct} describe the region under the metal, so they hold with $R_s'$ in place of $R_s$:
\begin{equation}
L_T=\frac{R_cW}{R_s'},\qquad \rho_c=\frac{R_c^2W^2}{R_s'} .
\end{equation}
If $R_s'$ were $200\,\Omega$, the same $5\,\Omega$ would mean half the transfer length and half the resistivity. The resistance of a long contact fixes the product $R_s'\rho_c$ and cannot separate its factors. The answer above depends on the assumption $R_s'=R_s$, and so does the reading of $L_T$ from the straight line \eqref{eq:pair}.

\paragraph{The thickness of the layer.} In a layer of thickness $t$, current must also flow upwards to reach the interface. Let $z$ be the height above the bottom of the layer, and let the vertical current density grow evenly from zero at the bottom to $J$ at the interface, $J_z=Jz/t$. The bulk resistivity is $R_st$, so the potential at height $z$ exceeds that just below the interface by
\begin{equation}
\int_z^t R_st\,\frac{Jz'}{t}\,dz'=\frac{R_sJ}{2}\,(t^2-z^2).
\end{equation}
The average of $t^2-z^2$ over the thickness is $2t^2/3$, so the mean excess is $R_st^2J/3$. It acts as an addition $R_st^2/3$ to $\rho_c$. By \eqref{eq:direct}, $R_c$ is proportional to $\sqrt{\rho_c}$, and its relative increase for $t\ll L_T$ is
\begin{equation}
\frac{\Delta R_c}{R_c}\approx\frac12\,\frac{R_st^2}{3\rho_c}=\frac{t^2}{6L_T^2}.
\end{equation}
For $t=0.5\,\mu\mathrm{m}$ this is $0.01/6$, or 0.17 per cent. The estimate ignores the rearrangement of the current close to the front edge. A two-dimensional numerical solution, which includes it, gives $5.008\,\Omega$, an increase of nearly the same size. For a layer this thin the one-dimensional model is adequate. As $t$ grows, the estimate overshoots more and more: at $t=L_T$ it gives 17 per cent, where the two-dimensional problem gives about 13 per cent. The one-dimensional model is then no longer adequate, and the potential has to be found in two dimensions.

\section*{Numbers as computed}
\begin{verbatim}
Sheet resistance: 100 ohm
Contact width: 100 micrometre
Long-contact resistance: 5.0 ohm
Transfer length, formula: 5.0000 micrometre
Contact resistivity, formula: 2.5000e-09 ohm m^2
Contact resistivity, formula: 2.5000e-05 ohm cm^2
Contact resistivity, network search: 2.5000e-09 ohm m^2
Network resistance, contact length 2.5 micrometre: 10.8198 ohm
Network resistance, contact length 5.0 micrometre: 6.5652 ohm
Network resistance, contact length 10.0 micrometre: 5.1866 ohm
Network resistance, contact length 15.0 micrometre: 5.0248 ohm
Network resistance, contact length 20.0 micrometre: 5.0034 ohm
Network resistance, contact length 60.0 micrometre: 5.0000 ohm
Potential at x = L_T over potential at x = 0: 0.3679
Current share crossing within L_T: 0.6321
L/L_T for one per cent excess resistance: 2.652
Contact length for that excess: 13.26 micrometre
Resistivity ratio for ten per cent higher R_c: 1.2100
R_c times full area, 60 micrometre contact: 3.0000e-08 ohm m^2
Overestimate factor of that product: 12.00
Layer thickness in 2D test: 0.50 micrometre
Contact resistance in 2D test: 5.008 ohm
Deviation from thin-layer model: 0.17 per cent
\end{verbatim}
